# Electronic softening of cubic shear stiffness in degenerate n-type silicon, part 1

(Sections cited here and not found follow in the second part.)

## Part 1. Rigid valleys and the Keyes formula

### The decision

When a stiffness matrix for heavily doped n-type silicon goes into a resonator or stress calculation, someone must decide which entries depend on the electron density. Scaling the whole matrix by one factor is wrong for the mechanism treated here. At leading order, electron transfer between valleys lowers

$$C'=\frac{C_{11}-C_{12}}{2},$$

leaves $C_{11}+2C_{12}$ unchanged, and leaves $C_{44}$ unchanged as long as the valleys shift rigidly and linearly with strain. The replacement to implement is

$$
\begin{aligned}
C_{11}&\to C_{11}^{(0)}-\tfrac43Q,\\
C_{12}&\to C_{12}^{(0)}+\tfrac23Q,\\
C_{44}&\to C_{44}^{(0)},
\end{aligned}
\qquad Q=\frac{n\Xi_u^2}{4E_F}.
$$

The superscript marks the crystal without mobile electrons, $n$ is the electron density, $\Xi_u$ is the uniaxial deformation potential, and $E_F$ is the Fermi energy above the valley bottoms. This form of $Q$ holds at zero temperature for independent electrons. Part 2 gives the thermal form and a separate estimate for $C_{44}$ beyond rigid shifts.

### Model and conventions

The conduction band has six equivalent valleys, two on each cubic axis. Each is an ellipsoid with longitudinal mass $m_l$, transverse mass $m_t$ and two spin states. The assumptions are as follows.

- Strain moves each valley in energy without changing its masses, and the shift is linear in strain.
- Scattering between valleys is fast compared with the strain cycle, so all valleys share one chemical potential $\mu$.
- Charge neutrality fixes the total number of electrons. Densities are counted per undeformed volume.
- Electrons are independent, and donor disorder is ignored.

The strain $\varepsilon_{ij}$ is infinitesimal and symmetric, and positive diagonal components mean extension. Write $e_1,e_2,e_3$ for the diagonal components and $\gamma=2\varepsilon_{xy}$ for the engineering shear. The quadratic energy density of a cubic crystal is

$$
\begin{aligned}
W={}&\tfrac12C_{11}(e_1^2+e_2^2+e_3^2)\\
&+C_{12}(e_1e_2+e_2e_3+e_3e_1)\\
&+\tfrac12C_{44}(\gamma_{xy}^2+\gamma_{yz}^2+\gamma_{zx}^2).
\end{aligned}
\tag{1}
$$

The electronic contributions to the elastic constants are found by writing the electronic free energy in this form. They are isothermal constants at fixed $n$.

### What symmetry allows

Take a valley on the $z$ axis. Its most general linear energy shift is $\sum_{ij}A_{ij}\varepsilon_{ij}$ with a symmetric matrix $A$. The point operations of the crystal that keep this valley in place must leave $A$ unchanged.

The mirror $x\to-x$ keeps the valley and reverses $\varepsilon_{xy}$ and $\varepsilon_{xz}$. Hence $A_{xy}=A_{xz}=0$. The mirror $y\to-y$ likewise gives $A_{yz}=0$. The mirror that exchanges $x$ and $y$ gives $A_{xx}=A_{yy}$. In the diamond structure some of these operations come with a fractional translation, but a translation does not change a band energy. Two constants remain. With $A_{xx}=A_{yy}=\Xi_d$ and $A_{zz}=\Xi_d+\Xi_u$, the shift is

$$\Delta_z=\Xi_d(e_1+e_2+e_3)+\Xi_u e_3.$$

For a valley along the unit vector $\hat{\mathbf k}$ on any cubic axis this reads

$$
\Delta_{\hat k}=\Xi_d\operatorname{Tr}\varepsilon+\Xi_u\,\hat{\mathbf k}\cdot\varepsilon\cdot\hat{\mathbf k}.
\tag{2}
$$

The relative displacement of the two atoms in the cell is allowed to relax at each strain, and its effect is contained in these constants. A positive $\Xi_u$ means that extension along a valley's axis raises that valley relative to the others.

For an axis valley, $\hat{\mathbf k}\cdot\varepsilon\cdot\hat{\mathbf k}$ is a diagonal component of strain. No off-diagonal component enters (2). This is the origin of the $C_{44}$ result below. The symmetry argument forbids a linear shear shift, but it does not forbid a quadratic one.

### One valley at zero temperature

At energy $E$ above the valley bottom, the occupied ellipsoid in wavevector space has semi-axes $\sqrt{2m_tE}/\hbar$, twice, and $\sqrt{2m_lE}/\hbar$. Its volume is

$$
V_k=\frac{4\pi}{3}\left(\frac{2m_dE}{\hbar^2}\right)^{3/2},
\qquad m_d=(m_lm_t^2)^{1/3}.
$$

There are $2/(2\pi)^3$ states per unit real volume and unit wavevector volume, where the 2 counts spin. The density in one valley is therefore

$$
n_v=\frac{2V_k}{(2\pi)^3}=aE^{3/2},
\qquad
a=\frac{1}{3\pi^2}\left(\frac{2m_d}{\hbar^2}\right)^{3/2}.
\tag{3}
$$

Without strain each valley holds $n_v=n/6$. Setting $E=E_F$ and solving (3) gives

$$
E_F=\frac{\hbar^2}{2m_d}\left(3\pi^2\frac n6\right)^{2/3}
=\frac{\hbar^2}{2m_d}\left(\frac{\pi^2n}{2}\right)^{2/3}.
\tag{4}
$$

The response of one valley to a change of chemical potential is

$$
D=\frac{\partial n_v}{\partial\mu}=\frac32aE_F^{1/2}
=\frac{3n_v}{2E_F}=\frac{n}{4E_F}.
\tag{5}
$$

At zero temperature this is the density of states of one valley at the Fermi level, including both spins.

### Free energy at fixed electron number

Let $\Omega_v(\mu)$ be the grand potential per volume of an unshifted valley. It satisfies $\partial\Omega_v/\partial\mu=-n_v$. Raising all energies of valley $i$ by $\Delta_i$ has the same effect on its occupation as lowering $\mu$ by $\Delta_i$. The free energy and the number condition are thus

$$
F=\mu n+\sum_{i=1}^6\Omega_v(\mu-\Delta_i),
\qquad
\sum_{i=1}^6 n_v(\mu-\Delta_i)=n.
\tag{6}
$$

Let $\mu=\mu_0+\delta\mu$ and $u_i=\delta\mu-\Delta_i$. The second derivative of $\Omega_v$ is $-D$, so

$$
\Omega_v(\mu_0+u_i)=\Omega_v(\mu_0)-n_vu_i-\tfrac12Du_i^2+O(u_i^3).
$$

Here $n_v$ is the unstrained value. Insert this in (6) and subtract the unstrained free energy $F_0$:

$$
F-F_0=n\,\delta\mu-n_v\sum_i(\delta\mu-\Delta_i)-\frac D2\sum_i(\delta\mu-\Delta_i)^2.
$$

Since $6n_v=n$, the terms linear in $\delta\mu$ cancel:

$$
F-F_0=n_v\sum_i\Delta_i-\frac D2\sum_i(\delta\mu-\Delta_i)^2.
\tag{7}
$$

To first order the number condition is $D\sum_i(\delta\mu-\Delta_i)=0$. The chemical potential follows the mean shift,

$$
\delta\mu=\bar\Delta=\frac16\sum_i\Delta_i.
$$

A second-order correction to $\delta\mu$ does not affect $F$ at quadratic order, because it would enter the square in (7) at third order or higher. The quadratic part is

$$
\begin{aligned}
F_2&=-\frac D2\sum_i(\Delta_i-\bar\Delta)^2\\
&=-\frac D2\left[\sum_i\Delta_i^2-\frac16\left(\sum_i\Delta_i\right)^2\right].
\end{aligned}
\tag{8}
$$

Two conclusions follow. A shift common to all valleys gives no quadratic energy, since no electron gains by moving. Any difference between the shifts lowers the free energy, because $D>0$. Redistribution can therefore soften a strain mode or leave it alone, but within this model it cannot stiffen one.

The linear part of (7) is an electronic stress. The two valleys on each axis give $\sum_i\Delta_i=(6\Xi_d+2\Xi_u)\operatorname{Tr}\varepsilon$, so

$$
F_1=\frac n6\sum_i\Delta_i
=P_e\operatorname{Tr}\varepsilon,
\qquad
P_e=n\left(\Xi_d+\frac{\Xi_u}{3}\right).
\tag{9}
$$

This term shifts the equilibrium lattice size. It is not part of the intervalley stiffness.

### The three elastic constants

The $\Xi_d$ term is common to all valleys and cancels from (8). Use $\Delta_i=\Xi_ue_j$ for the two valleys on axis $j$, and write $T=e_1+e_2+e_3$:

$$
\sum_i\Delta_i^2=2\Xi_u^2\sum_je_j^2,
\qquad
\frac16\left(\sum_i\Delta_i\right)^2=\frac{(2\Xi_uT)^2}{6}=\frac23\Xi_u^2T^2.
$$

Equation (8) becomes

$$
F_2=-D\Xi_u^2\left(\sum_je_j^2-\frac{T^2}{3}\right).
$$

Now $T^2=\sum_je_j^2+2(e_1e_2+e_2e_3+e_3e_1)$, so

$$
F_2=-\frac23D\Xi_u^2\sum_je_j^2
+\frac23D\Xi_u^2(e_1e_2+e_2e_3+e_3e_1).
\tag{10}
$$

In (1) the squares carry $C_{11}/2$ and the products carry $C_{12}$. Comparison gives

$$
\delta C_{11}=-\frac43D\Xi_u^2,
\qquad
\delta C_{12}=+\frac23D\Xi_u^2,
\qquad
\delta C_{44}=0.
\tag{11}
$$

Hence

$$
\delta C'=\frac12\left(-\frac43-\frac23\right)D\Xi_u^2=-D\Xi_u^2,
$$

and, with (5),

$$
\boxed{\delta C'=-\frac{n\Xi_u^2}{4E_F}}
\qquad
\delta(C_{11}+2C_{12})=0.
\tag{12}
$$

The second relation says that the bulk modulus $(C_{11}+2C_{12})/3$ is unchanged. Under uniform dilation the six shifts are equal and there is no transfer.

The zero for $C_{44}$ has a different origin. Under pure cubic shear each shift in (2) vanishes separately. In this linear-shift model the electronic energy then does not change with $\gamma$ at any order, and its quadratic coefficient is zero in particular.

Substituting (4) in (12) shows the density dependence:

$$
\delta C'=-\frac{m_d\Xi_u^2}{2\hbar^2}
\left(\frac{2}{\pi^2}\right)^{2/3}n^{1/3}.
\tag{13}
$$

The growth is slow because a denser gas has more electrons to transfer but also a larger Fermi energy. Eight times the density doubles the softening at fixed $m_d$ and $\Xi_u$.

### The transfer seen directly

The same coefficient follows from a strain that isolates $C'$. Let $\varepsilon=\operatorname{diag}(\eta,-\eta,0)$. From (1),

$$
W=\tfrac12C_{11}(2\eta^2)-C_{12}\eta^2=2C'\eta^2.
\tag{14}
$$

The two $x$ valleys rise by $\Xi_u\eta$, the two $y$ valleys fall by the same amount, and the $z$ valleys stay. The mean shift is zero, so $\delta\mu=0$ at first order. Each $x$ valley loses $D\Xi_u\eta$ electrons per volume and each $y$ valley gains that amount. The potential energy change is

$$
\begin{aligned}
U&=2\Xi_u\eta(n_v-D\Xi_u\eta)-2\Xi_u\eta(n_v+D\Xi_u\eta)\\
&=-4D\Xi_u^2\eta^2.
\end{aligned}
$$

The kinetic energy density of a valley has first derivative $E_F$ and second derivative $1/D$ with respect to its density. The first-order kinetic changes cancel because the total number is fixed. Four valleys change by $D\Xi_u\eta$ in magnitude, which costs

$$
K=4\times\frac{(D\Xi_u\eta)^2}{2D}=2D\Xi_u^2\eta^2.
\tag{15}
$$

The cost is half the gain. The sum is $U+K=-2D\Xi_u^2\eta^2$, and (14) again gives $\delta C'=-D\Xi_u^2$.

### Numbers for $5\times10^{19}\ \mathrm{cm^{-3}}$

Take rough silicon parameters $m_l=0.92\,m_0$, $m_t=0.19\,m_0$ and $\Xi_u=9$ eV, where $m_0$ is the free-electron mass. Then $m_d=0.3214\,m_0$. The density is $0.05\ \mathrm{nm^{-3}}$, and with $\hbar^2/m_0=0.0762\ \mathrm{eV\,nm^2}$,

$$
E_F=\frac{0.0762}{2(0.3214)}\left(\frac{\pi^2\times0.05}{2}\right)^{2/3}\mathrm{eV}
=0.0466\ \mathrm{eV}.
$$

Equation (5) gives

$$
D=\frac{0.05}{4(0.04663)}=0.268\ \mathrm{eV^{-1}\,nm^{-3}}.
$$

Since $1\ \mathrm{eV/nm^3}=0.1602$ GPa,

$$
\delta C'=-0.2681\times9^2\times0.1602\ \mathrm{GPa}=-3.48\ \mathrm{GPa}.
$$

The individual changes are $\delta C_{11}=-4.64$ GPa and $\delta C_{12}=+2.32$ GPa. Relative to a rough host value $C'=50$ GPa, the softening is 7%.

The elastic constants were also tested by minimizing the energy of the six-valley gas at fixed density and taking strain differences. This gave $-3.479$ GPa for $\delta C'$, equal to the formula at the printed precision, and zero for $\delta C_{44}$. Doubling the strain step moved $\delta C'$ by $8\times10^{-5}$ GPa. The same calculation at eight times the density gave 2.0000 times the softening.

At $\eta=10^{-4}$ the $x$ valleys rise by 0.9 meV. Each loses the fraction

$$
\frac{D\Xi_u\eta}{n_v}=\frac{3\Xi_u\eta}{2E_F}
=\frac{3(0.9)}{2(46.63)}=2.9\%.
$$

A small strain moves a sizable share of the electrons because $\Xi_u$ is much larger than $E_F$.

## Part 2. Temperature, limits and the remaining change in $C_{44}$

### Results carried forward

The density is $n$, each unstrained valley holds $n_v=n/6$, and its response is $D=\partial n_v/\partial\mu$. At zero temperature $D=n/(4E_F)$. The valley shifts are $\Delta_i=\Xi_d\operatorname{Tr}\varepsilon+\Xi_u\hat{\mathbf k}_i\cdot\varepsilon\cdot\hat{\mathbf k}_i$, and transfer at fixed $n$ contributes

$$
F_2=-\frac D2\sum_i(\Delta_i-\bar\Delta)^2.
\tag{16}
$$

For axis valleys this gives $\delta C'=-D\Xi_u^2$, $\delta(C_{11}+2C_{12})=0$ and $\delta C_{44}=0$. The example has $n=5\times10^{19}\ \mathrm{cm^{-3}}$, $E_F=46.6$ meV and $\delta C'=-3.48$ GPa at zero temperature.

### Finite temperature

The expansion behind (16) used the thermodynamic relation between $\Omega_v$ and $n_v$, not a sharp Fermi surface. It therefore holds at temperature $\mathcal T$ when $D$ is the thermal response. With $g(E)$ the density of states of one valley and $f$ the Fermi function,

$$
n_v=\int_0^\infty g(E)f(E)\,dE,
\qquad
D(\mathcal T)=\int_0^\infty g(E)\left(-\frac{\partial f}{\partial E}\right)dE.
\tag{17}
$$

The second expression follows because $f$ depends on $E-\mu$, so $\partial f/\partial\mu=-\partial f/\partial E$. At each temperature $\mu$ must be found again from $n_v=n/6$. The quantity to implement is $Q(\mathcal T)=D(\mathcal T)\Xi_u^2$.

In a dilute gas $f\approx e^{(\mu-E)/k\mathcal T}$. Then $-\partial f/\partial E=f/k\mathcal T$ and $D=n_v/k\mathcal T$, which gives

$$
\delta C'\to-\frac{n\Xi_u^2}{6k\mathcal T}.
\tag{18}
$$

This limit is linear in density, unlike the $n^{1/3}$ law of the degenerate gas.

At low temperature the Sommerfeld expansion of $n_v$ is

$$
n_v=a\mu^{3/2}\left[1+\frac{\pi^2}{8}\left(\frac{k\mathcal T}{\mu}\right)^2\right].
$$

Differentiation with respect to $\mu$ gives

$$
D=\frac32a\mu^{1/2}\left[1-\frac{\pi^2}{24}\left(\frac{k\mathcal T}{\mu}\right)^2\right].
$$

Fixed density requires $\mu=E_F[1-(\pi^2/12)t^2]$ with $t=k\mathcal T/E_F$. Its square root contributes another $-(\pi^2/24)t^2$, so

$$
\frac{D(\mathcal T)}{D(0)}=1-\frac{\pi^2}{12}t^2+O(t^4).
\tag{19}
$$

At 77 K, $k\mathcal T=6.6$ meV and $t=0.142$, so (19) predicts 0.983. The full integral gives 0.982 and $\delta C'=-3.42$ GPa. At 300 K the integral gives 0.745 and $\delta C'=-2.59$ GPa. Using the zero-temperature formula at room temperature would overstate the softening by about one third of the thermal value.

Between these two temperatures the electronic term rises by 0.82 GPa, with density, masses and deformation potentials held fixed. This is a positive contribution to the temperature dependence of $C'$. It does not determine the total temperature coefficient, which also contains the change of the host crystal.

With valleys that shift rigidly and linearly with strain, electron transfer lowers $C'$ by $D\Xi_u^2$, with $D$ the thermal response of one valley, and leaves $C_{11}+2C_{12}$ and $C_{44}$ unchanged. What remains is to show why valley direction matters, to estimate the change in $C_{44}$ beyond rigid shifts, and to examine exchange, strain amplitude, frequency and use for real silicon.
